\section*{Why a Log-Log Roughness Slope Need Not Be the Growth Exponent}

\section{A straight line from five films}

Five films of the same material are sputtered at a constant rate onto nominally identical substrates, to thicknesses of 25, 50, 100, 200 and 400\,nm. A scanning probe records the height $h$ of each surface, and the rms width $w$ is computed from
\begin{equation}
w^2=\left\langle (h-\langle h\rangle)^2\right\rangle ,
\end{equation}
where the brackets denote an average over the surface. Plotted on logarithmic axes against thickness $d$, the widths lie close to a straight line of slope 0.20. Is the growth exponent 0.20?

The belief that it is has a sound basis. Many growth models give, over some range of time, a width proportional to $t^\beta$, and $\beta$ is called the growth exponent. At constant rate $d\propto t$, so the slope against $\ln d$ equals the slope against $\ln t$. If growth is the sole source of roughness and the power law holds, the slope is $\beta$.

The condition about the source is the weak point. The substrate has relief before the first atom lands, and the instrument adds noise. A probe measures the total width. In the example below the films grow with $\beta=0.40$, and the fitted slope is nevertheless 0.20.

\section{The slope of a sum}

Write the recorded height, measured from its mean, as $h=s+g$. Here $s$ is the intrinsic part, such as substrate relief copied unchanged to the film surface, or instrument noise, and $g$ is the part produced by growth. Both have zero mean. Then
\begin{align}
w^2&=\langle(s+g)^2\rangle\nonumber\\
&=\langle s^2\rangle+\langle g^2\rangle+2\langle sg\rangle .
\label{eq:sum}
\end{align}
If the two parts are uncorrelated, $\langle sg\rangle=0$. Call the remaining terms $C=\langle s^2\rangle$ and $G=\langle g^2\rangle$. Variances add; widths do not.

Assume that $C>0$ does not depend on thickness and that growth follows one power law with $\beta>0$. Let $d_0$ be the thickness at which the two variances are equal. Then
\begin{equation}
w^2=C+G(d),\qquad G(d)=C\left(\frac{d}{d_0}\right)^{2\beta}.
\label{eq:model}
\end{equation}
The exponent is $2\beta$ because $G$ is a variance, the square of a width that grows as $d^\beta$. The local slope of the measured width is
\begin{align}
b(d)&=\frac{\mathrm d\ln w}{\mathrm d\ln d}
=\frac12\,\frac{\mathrm d\ln(C+G)}{\mathrm d\ln d}\nonumber\\
&=\frac{1}{2(C+G)}\,\frac{\mathrm dG}{\mathrm d\ln d}.
\end{align}
The factor $1/2$ comes from $\ln w=\frac12\ln w^2$, and $C$ has dropped out of the derivative but not out of the denominator. Since $\ln G=\text{constant}+2\beta\ln d$, we have $\mathrm dG/\mathrm d\ln d=2\beta G$, and
\begin{equation}
b(d)=\beta\,\frac{G}{C+G}.
\label{eq:slope}
\end{equation}

The apparent exponent is the true one multiplied by the growing part's share of the variance. At $d=d_0$ that share is one half, so $b=\beta/2$. The share rises steadily with $G/C$, so this value occurs at no other thickness. For $d\ll d_0$ the slope tends to zero, because the probe sees mainly the unchanging part; for $d\gg d_0$ it tends to $\beta$. The halving belongs to one point on a curve and is not a new growth law. Nor does it come from confusing $w$ with $w^2$: the slope of the variance would be $2b$, which equals $\beta$ at the crossing, an accidental agreement.

\section{The numbers}

Take $\beta=0.40$, an intrinsic rms width of 1.00\,nm, and $d_0=100$\,nm. At 400\,nm, for instance,
\begin{equation}
G=(1\,\mathrm{nm}^2)\times4^{0.8}=3.03\,\mathrm{nm}^2,
\end{equation}
so the growing rms is 1.741\,nm, the measured width is $\sqrt{1+3.03}=2.008$\,nm, and the slope is $0.40\times3.03/4.03=0.301$. The other thicknesses follow in the same way:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & growing rms (nm) & $w$ (nm) & $b$\\
25 & 0.574 & 1.153 & 0.099\\
50 & 0.758 & 1.255 & 0.146\\
100 & 1.000 & 1.414 & 0.200\\
200 & 1.320 & 1.656 & 0.254\\
400 & 1.741 & 2.008 & 0.301\\
1600 & 3.031 & 3.192 & 0.361
\end{tabular}
\end{center}

The approach to $\beta$ is slow. To find where $b=f\beta$, with $0<f<1$, set $G/(C+G)=f$. Then $G(1-f)=fC$, and
\begin{equation}
\left(\frac{d}{d_0}\right)^{2\beta}=\frac{f}{1-f},
\qquad d=d_0\left(\frac{f}{1-f}\right)^{1/(2\beta)}.
\end{equation}
For $f=0.95$ the variance ratio is 19, and $d=100\,\mathrm{nm}\times19^{1.25}\approx3970$\,nm. An intrinsic width of one nanometre still takes 5\% off the exponent of a film about four micrometres thick.

\section{Why the plot looks straight}

One might expect the changing slope to betray itself as curvature. Put $x=\ln(d/d_0)$, so that $G/C=e^{2\beta x}$. Taking out a factor $e^{\beta x}$ gives
\begin{align}
w^2&=C\left(1+e^{2\beta x}\right)
=C e^{\beta x}\left(e^{-\beta x}+e^{\beta x}\right)\nonumber\\
&=C e^{\beta x}\,2\cosh(\beta x),
\end{align}
and therefore
\begin{equation}
\ln w=\tfrac12\ln C+\tfrac12\beta x+\tfrac12\ln[2\cosh(\beta x)].
\label{eq:even}
\end{equation}
The second term is a straight line of slope $\beta/2$. The third holds all the curvature and is even in $x$.

Now fit a line by least squares, with equal weights, to points placed symmetrically about $x=0$. Their mean $x$ is zero, so the fitted slope is $\sum x_i\ln w_i/\sum x_i^2$. The constant and the even term contribute nothing to the numerator, because the contributions from $x_i$ and $-x_i$ cancel. The fitted slope is $\beta/2$ whatever the width of the range. Adding films at both ends does not cure the error if the symmetry is kept.

The five films from 25 to 400\,nm form such a set. Their fitted slope is 0.200, with $R^2=0.976$, and the largest departure of a width from the line is about 3.7\%. Five films from 100 to 1600\,nm, with the same $\beta$ and $C$, give a slope of 0.295 with $R^2=0.993$. The second line is straighter than the first and still falls well short of 0.40. A high $R^2$ shows that a line describes the data; it does not show that the slope is $\beta$.

\section{A growth model with a known exponent}

The result can be tried on a process whose exponent is known. In random deposition, particles land independently on separate columns and stay there. After a mean of $N$ layers, the number in a column has a Poisson distribution, whose variance equals its mean. Thus $G=N$ in squared layers, the width grows as $N^{1/2}$, and $\beta=1/2$.

Place the same deposit on a substrate with an rms relief of 10 layers, independent of the arrivals. Then $C=100$ and the crossing is at $N=100$. Between $N=80$ and $N=125$, which lie symmetrically about 100 on a logarithmic axis, the expected slope is
\begin{equation}
\frac{\frac12\ln(225/180)}{\ln(125/80)}
=\frac{\frac12\ln1.25}{\ln1.25^2}=\frac14 .
\end{equation}
A simulation with one million columns gives 0.502 on a flat substrate and 0.251 on the rough one; the sampling errors are about 0.0014 and 0.0010 respectively. The arrivals are the same in both cases. The substrate alone has halved the slope.

The consequence for identifying a mechanism is serious. Suppose that a shadowing instability made the growing width proportional to thickness, $\beta=1$, while the intrinsic variance stayed constant, as instrument noise would; amplification of substrate relief by shadowing is treated later. At the crossing the measured slope would be $1/2$, the value for random deposition on a flat substrate. The two processes could not be told apart by that slope.

\section{Recovering the exponent}

If $C$ is known, from the bare substrate or from a noise measurement as the case requires, subtract it from the measured variance. Let the estimate be $C(1+e)$, with relative error $e$. The remainder is $w^2-C(1+e)=G-eC$, and as long as it is positive, its square root has the slope
\begin{equation}
\frac12\,\frac{\mathrm d\ln(G-eC)}{\mathrm d\ln d}
=\frac{\beta G}{G-eC}.
\label{eq:subtract}
\end{equation}
For $e=0$ this is $\beta$ at every thickness. At the crossing it is $\beta/(1-e)$: an estimate 10\% too low gives 0.364, and one 10\% too high gives 0.444. The error is worse for thin films. At 25\,nm, where $G=0.574^2=0.33$\,nm$^2$, an estimate 10\% too high gives $0.40\times0.33/0.23\approx0.57$.

Subtracting widths instead of variances fails even with perfect knowledge of $C$. Since $\mathrm dw/\mathrm d\ln d=bw=\beta G/w$, and $G=w^2-C=(w-\sqrt C)(w+\sqrt C)$,
\begin{align}
\frac{\mathrm d\ln(w-\sqrt C)}{\mathrm d\ln d}
&=\frac{\beta G}{w(w-\sqrt C)}\nonumber\\
&=\beta\left(1+\frac{\sqrt C}{w}\right).
\end{align}
This lies between $\beta$ for thick films and $2\beta$ for thin ones. At the crossing $w=\sqrt{2C}$, and the result is $0.40\times1.707=0.683$. One error has been replaced by a larger one of the opposite sign.

When $C$ is unknown but constant, three thicknesses $d$, $kd$ and $k^2d$ suffice in principle. Call the widths $w_1,w_2,w_3$. The constant cancels from the differences, and
\begin{equation}
\frac{w_3^2-w_2^2}{w_2^2-w_1^2}
=\frac{k^{4\beta}-k^{2\beta}}{k^{2\beta}-1}=k^{2\beta}.
\label{eq:three}
\end{equation}
The films at 25, 100 and 400\,nm have $k=4$ and variances 1.330, 2.000 and 4.031\,nm$^2$. The ratio is $2.031/0.670=3.03$, and $\beta=\ln3.03/(2\ln4)=0.40$. The price is sensitivity to noise, since differences of similar numbers are taken.

\section{When the two parts are not independent}

Growth may remember the substrate. If hills collect more material than valleys, $g$ is positively correlated with $s$; if valleys fill, the correlation is negative. Let the correlation coefficient $r$ be constant, with $-1<r\le1$, so that $\langle sg\rangle=r\sqrt{CG}$. Equation~\eqref{eq:sum} becomes
\begin{equation}
w^2=C+G+2r\sqrt{CG}.
\end{equation}
Because $\sqrt G\propto d^\beta$, its derivative with respect to $\ln d$ is $\beta\sqrt G$. Hence
\begin{align}
b&=\frac{2\beta G+2r\beta\sqrt{CG}}{2(C+G+2r\sqrt{CG})}\nonumber\\
&=\beta\,\frac{G+r\sqrt{CG}}{C+G+2r\sqrt{CG}}.
\end{align}
At $G=C$ the numerator is $C(1+r)$ and the denominator $2C(1+r)$, so the slope is again $\beta/2$. The halving at equal variances survives any constant correlation in this range.

Away from that point the correlation matters. At 400\,nm the slope is 0.301 for $r=0$, 0.270 for $r=0.5$ and 0.377 for $r=-0.5$. Subtracting $C$ no longer isolates $G$, because the cross term remains, and equation~\eqref{eq:three} fails for the same reason.

\section{When the intrinsic part changes}

Constancy of $C$ is essential. If $C$ varies with thickness and $\gamma=\mathrm d\ln C/\mathrm d\ln d$, then $\mathrm dC/\mathrm d\ln d=\gamma C$, and for uncorrelated parts
\begin{equation}
b=\frac{2\beta G+\gamma C}{2(C+G)}.
\label{eq:drift}
\end{equation}
At equal variances $b=\beta/2+\gamma/4$. Shadowing that amplifies substrate hills makes $\gamma$ positive: with $\gamma=0.2$, the example's slope at equal variances would be 0.25. If the intrinsic variance grew with the same exponent as $G$, so that $\gamma=2\beta$, the slope would be $\beta$ and there would be no halving.

Surface diffusion works the other way. Suppose that it multiplies each Fourier amplitude of the substrate relief, at wavenumber $q$, by $\exp[-(q\ell)^4d/d_0]$, with a healing length $\ell=5$\,nm. Let the initial relief have the correlation function $C\exp(-\rho^2/\xi^2)$ at lateral distance $\rho$, with $\xi=30$\,nm. Its spectrum is proportional to $\exp(-q^2\xi^2/4)$. Squaring the amplitude factor and integrating over the plane, with $u=q^2\xi^2/4$, gives the surviving fraction
\begin{equation}
\frac{C(d)}{C(0)}=\int_0^\infty e^{-u-au^2}\,\mathrm du,
\qquad a=32\left(\frac{\ell}{\xi}\right)^4\frac{d}{d_0}.
\end{equation}
At 100\,nm, $a=0.025$, the fraction is 95.7\%, and $\gamma=-0.0403$. With the growing part held fixed, equation~\eqref{eq:drift} gives
\begin{equation}
b=\frac{0.800-0.0403\times0.957}{2(0.957+1)}=0.195 .
\end{equation}
Two effects compete. The smaller $C$ alone would raise the slope to 0.204; its continuing decay lowers it to 0.195. The net shift from 0.200 is about 3\%. Holding $\beta=0.40$ fixed is an assumption: the same $q^4$ smoothing acting on uncorrelated deposition noise alone would give $\beta=1/4$, so the growing part must here come from some other mechanism.

\section{What the microscope adds}

Take the whole surface to be a Gaussian random surface with the same correlation function shape and $\xi=30$\,nm at every thickness, scanned over a square of side $L=1000$\,nm. Removing the mean height of the scan removes the variance of that mean, a fraction close to $\pi\xi^2/L^2$ when $\xi\ll L$; with the edge correction it is 0.27\%. The fraction is the same for all films under these assumptions, so it does not alter the slope. If $\xi$ increases with thickness, as it often does in rough films, the lost fraction and the scatter estimated below increase too, and the slope is lowered. How much depends on how the image is levelled. For the same $\xi$ and $L$, subtracting a fitted plane removes 0.8\% of the variance, an offset from each scan line 5.2\%, and a straight line from each scan line 10\%. With $\xi\propto d^{1/2}$ and $\xi=30$\,nm at 100\,nm, the slope fitted from 25 to 400\,nm falls by 0.002 when only the mean is removed, but by 0.015 and 0.030 for the two line-by-line procedures.

Scatter between scans is more important. For Gaussian heights with normalized correlation $c$, the squares of two heights have covariance $2w^4c^2$. Averaging over pairs of points in the scan gives a relative variance of $w^2$ close to
\begin{equation}
\frac{2}{L^2}\int e^{-2\rho^2/\xi^2}\,\mathrm d^2\rho
=\frac{\pi\xi^2}{L^2}.
\end{equation}
The relative scatter of $w^2$ is thus $\sqrt\pi\,\xi/L=5.3\%$. Simulated random surfaces give 5.2\%, and 0.27\% for the lost variance.

The scatter of $w$ is half as large, about 2.7\%. The largest misfit of the line through the five films was 3.7\%, not much more than this. A quadratic fit of $\ln w$ to the five points gives an $x^2$ coefficient of 0.038, against a standard error of about 0.015 for one scan per film. A test at the 5\% level would detect this curvature about three times in four if the scatter were known beforehand, but only about once in three if it had to be estimated from the five points themselves. A slope from one scan each at 50 and 200\,nm has a scatter of $\sqrt2\times0.0265/\ln4=0.027$, against a deficit $\beta-b$ of 0.20. Averaging scans reduces the scatter and leaves the deficit untouched. Equation~\eqref{eq:three} is less forgiving: linear propagation of a 5.3\% scatter in each variance gives an uncertainty of about 0.09 in $\beta$, so that method needs many scans.

The finite tip is a smaller concern here. Expanding the correlation function to fourth order gives an rms curvature along one axis of $\sqrt{12}\,w/\xi^2=0.00544$\,nm$^{-1}$ at 100\,nm. Multiplied by a tip radius of 10\,nm this is 0.054, so the tip is much sharper than the typical relief. This rests on the smooth correlation function assumed here, and a little finer detail changes it strongly: if 1\% of the same total variance had a correlation length of 5\,nm, the number would be about 0.20.

\section{The example beside a real film}

The parameters are round values chosen for illustration, with sputtered amorphous silicon near room temperature in mind; they are not measurements. An intrinsic width of 1\,nm suits a substrate with nanometre relief but is high for a polished silicon wafer, for which roughly 0.2\,nm is more typical. With that value and the same $G$, $C=0.04$\,nm$^2$, and the slope at 100\,nm would be $0.40/1.04=0.38$. The crossing would move to about 2\,nm, where a continuous film obeying one power law is itself doubtful. The halving is therefore a concern for rough substrates, noisy instruments or very smooth films. Real films can also break the assumptions of constant $C$ and a single $\beta$; the healing chosen here moves the slope by 0.005, whereas the amplification with $\gamma=0.2$ moves it by 0.05.

A measured log-log slope is a property of the total width. It may be read as $\beta$ when the growing variance follows one power law and is so large throughout the fitted range that both the intrinsic variance and any cross term are negligible. The cross term is the more stubborn of the two, since relative to $G$ it falls only as $\sqrt{C/G}$. Otherwise, if the two parts are uncorrelated and growth follows one power law, $\beta$ is the slope of the width that remains after the intrinsic variance at each thickness has been subtracted from the measured variance. The numerical output gives the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
growth exponent beta: 0.40
intrinsic rms width: 1.00 nm
crossing thickness d0: 100 nm
d = 25 nm: growing rms 0.574 nm, measured rms 1.153 nm, slope 0.099
d = 50 nm: growing rms 0.758 nm, measured rms 1.255 nm, slope 0.146
d = 100 nm: growing rms 1.000 nm, measured rms 1.414 nm, slope 0.200
d = 200 nm: growing rms 1.320 nm, measured rms 1.656 nm, slope 0.254
d = 400 nm: growing rms 1.741 nm, measured rms 2.008 nm, slope 0.301
d = 1600 nm: growing rms 3.031 nm, measured rms 3.192 nm, slope 0.361
line fit 25-400 nm: slope 0.200, R squared 0.9764, largest width misfit 3.7 %
line fit 100-1600 nm: slope 0.295, R squared 0.9933, largest width misfit 3.0 %
thickness for slope = 95 % of beta: 3967 nm
variance subtraction, error in C -10 %: slope at d0 0.364
variance subtraction, error in C +0 %: slope at d0 0.400
variance subtraction, error in C +10 %: slope at d0 0.444
wrong subtraction of widths: slope at d0 0.683
random deposition, 80 to 125 mean layers, substrate rms 10 layers:
  simulated slope, flat substrate: 0.502
  simulated slope, rough substrate: 0.251
correlation -0.5: slope at 100 nm 0.200, at 400 nm 0.377
correlation +0.5: slope at 100 nm 0.200, at 400 nm 0.270
correlation length xi: 30 nm; scan side: 1000 nm
healing length: 5 nm
intrinsic variance left at d0 after healing: 95.7 %
log slope g of healed intrinsic variance at d0: -0.0403
slope of measured width at d0 with healing: 0.195
variance lost with scan mean: 0.27 % (simulated 0.27 %)
scatter of variance, one scan: 5.3 % (simulated 5.2 %)
slope scatter, one scan each at 50 and 200 nm: 0.027
rms curvature at d0: 0.00544 1/nm
tip radius: 10 nm; radius times curvature: 0.054
\end{verbatim}
